# Avalanche breakdown and the on-resistance of an abrupt junction

**Question**

I am working on an exercise about a reverse-biased p⁺n junction with a uniformly doped n side. I am supposed to derive the condition for avalanche breakdown, evaluate it with an ionization coefficient that follows a power of the field, and then show that the n layer has the specific on-resistance

$$R=\frac{4V_B^2}{\epsilon\mu E_c^3}.$$

I can follow a single electron: it creates $\alpha_n\,dx$ new pairs in a distance $dx$, so the electron current should grow as $\exp\left(\int\alpha_n dx\right)$. But that is finite for any finite field, so where does breakdown come from? My notes say "set $\int\alpha\,dx=1$", with one $\alpha$ for both carriers, although electrons and holes ionize at different rates. I also don't see where the 4 comes from, or whether the formula means that doubling the blocking voltage costs a factor of four in resistance.

**Answer**

Your exponential leaves out the holes. Each ionization also creates a hole, which drifts back towards the junction and can create further electrons on its way. This feedback makes the multiplication diverge at a finite field.

**The breakdown condition**

I use atomic units, so $e=1$ and $\epsilon=\kappa/(4\pi)$, where $\kappa$ is the relative permittivity. The depleted n layer runs from the junction at $x=0$ to $x=W$, and $E$ is the magnitude of the field. Electrons drift towards $+x$ and holes towards $-x$. Let $J_n$ and $J_p$ be the magnitudes of their particle fluxes. I assume a planar junction in steady state, no recombination or tunnelling, and ionization coefficients that depend on the local field alone.

Pairs are created at the rate $\alpha_nJ_n+\alpha_pJ_p$ per unit volume. The electron flux grows along $+x$ and the hole flux along $-x$, hence

$$\frac{dJ_n}{dx}=\alpha_nJ_n+\alpha_pJ_p,\qquad \frac{dJ_p}{dx}=-(\alpha_nJ_n+\alpha_pJ_p).$$

The sum $J=J_n+J_p$ is therefore constant. Substituting $J_p=J-J_n$ gives

$$\frac{dJ_n}{dx}-(\alpha_n-\alpha_p)J_n=\alpha_pJ.$$

With $\phi(x)=\int_0^x(\alpha_n-\alpha_p)\,dx'$, multiplication by $e^{-\phi}$ turns the left side into a derivative:

$$\frac{d}{dx}\left(J_ne^{-\phi}\right)=\alpha_pJe^{-\phi}.$$

Inject an electron flux $J_0$ at $x=0$ and no holes at $x=W$. Then $J_n(0)=J_0$ and $J_n(W)=J$. Integrating from 0 to $W$ and dividing by $J$, with $M_n=J/J_0$, we get

$$\frac1{M_n}=e^{-\phi(W)}-\int_0^W\alpha_pe^{-\phi}dx.$$

Since $(\alpha_n-\alpha_p)e^{-\phi}$ is the derivative of $-e^{-\phi}$, its integral is $1-e^{-\phi(W)}$. Using this to eliminate $e^{-\phi(W)}$ gives

$$1-\frac1{M_n}=\int_0^W\alpha_ne^{-\phi}dx.$$

Breakdown is $M_n\to\infty$, which means that the integral on the right equals 1.

If holes are injected at $x=W$ instead, then $J_n(0)=0$ and $J_n(W)=J-J_0$. The same integration gives $(1-1/M_p)e^{-\phi(W)}=\int_0^W\alpha_pe^{-\phi}dx$, so $M_p=M_ne^{-\phi(W)}$. Both multiplications diverge at the same voltage.

**Why one coefficient is enough**

Suppose that $k=\alpha_p/\alpha_n<1$ is independent of the field. Define $u(x)=\int_0^x\alpha_n\,dx'$ and $I=u(W)$. Then $\phi=(1-k)u$ and $\alpha_n\,dx=du$, so

$$1-\frac1{M_n}=\int_0^Ie^{-(1-k)u}du=\frac{1-e^{-(1-k)I}}{1-k}.$$

Setting the right side to 1 gives $e^{-(1-k)I}=k$, or

$$I=\int_0^W\alpha_n\,dx=\frac{\ln(1/k)}{1-k}.$$

Dividing by the constant on the right produces the condition in your notes:

$$\int_0^W\alpha\,dx=1,\qquad \alpha=\alpha_n\frac{1-k}{\ln(1/k)}.$$

Two limits show what this means. For $k\to1$, $\ln(1/k)\to1-k$ and $\alpha\to\alpha_n$: equal carriers need no correction. For $k\to0$ the required $I$ grows without bound, and $M_n\to e^I$. That is your exponential, which has no breakdown because the holes give no feedback.

The effective $\alpha$ locates the threshold. Below it, $M_n$ and $M_p$ differ and must be found from the formulas with separate coefficients. If $k$ varies with the field, the condition with $e^{-\phi}$ still holds, but this effective coefficient is no longer an exact replacement.

**The abrupt junction**

The p side is doped so heavily that its share of the voltage and of the ionization can be neglected. The depleted n side carries the positive donor charge density $N$. The charge of the moving carriers is neglected, so we are describing the onset of breakdown. The field points towards $-x$, so Gauss's law for its magnitude is $dE/dx=-N/\epsilon$. With $E(W)=0$,

$$E(x)=E_m\left(1-\frac xW\right),\qquad E_m=\frac{NW}{\epsilon},\qquad V=\int_0^WE\,dx=\frac{E_mW}{2}.$$

Here $V$ is the total drop, including the built-in part.

Now take $\alpha=AE^m$. At breakdown the peak field is called $E_c$, and with $s=x/W$

$$1=AE_c^mW\int_0^1(1-s)^mds=\frac{AE_c^mW}{m+1}.$$

Inserting $W=\epsilon E_c/N$ gives

$$E_c=\left[\frac{(m+1)N}{A\epsilon}\right]^{1/(m+1)},\qquad V_B=\frac{E_cW}{2}=\frac{\epsilon E_c^2}{2N}.$$

Since $E_c^2\propto N^{2/(m+1)}$, the voltage scales as $V_B\propto N^{-(m-1)/(m+1)}$. For $m=7$ this is $N^{-3/4}$: lighter doping blocks more voltage, although the peak field at breakdown is slightly lower.

The ionization integral is concentrated near the junction. The part from 0 to $sW$ contributes $1-(1-s)^{m+1}$ to the integral. For $m=7$ half of it comes from $s=1-2^{-1/8}\approx0.083$, the first 8% of the layer. The pairs actually created are weighted by the fluxes as well. At breakdown $J_n(0)/J\to0$, and integrating the flux equation with constant $k$ gives $J_n/J=k\left(e^{(1-k)u}-1\right)/(1-k)$, the fraction of all pairs created to the left of the point. At $u=I/2$, where $e^{(1-k)u}=k^{-1/2}$, this fraction is $\sqrt k/(1+\sqrt k)$: one half for $k=1$, but only one third for $k=0.25$.

**The on-resistance**

In the on state the layer is no longer depleted. Assume that all donors are ionized, that the electrons have a constant low-field mobility $\mu$, and that the layer is as thick as the depletion width at breakdown. Assume also that only these electrons carry the current, so that their density is $N$, as when the current enters through a channel that bypasses the junction. If the p⁺n junction itself were forward biased, injected holes and the extra electrons that neutralize them could raise the carrier density above $N$, and the formula below would not apply. The current density is $N\mu$ times the small on-state field, so the resistivity is $1/(N\mu)$ and the resistance times area is

$$R=\frac{W}{\mu N}.$$

The blocking requirement fixes both quantities:

$$W=\frac{2V_B}{E_c},\qquad N=\frac{\epsilon E_c^2}{2V_B}.$$

Therefore

$$R=\frac1\mu\,\frac{2V_B}{E_c}\,\frac{2V_B}{\epsilon E_c^2}=\frac{4V_B^2}{\epsilon\mu E_c^3}.$$

One factor of 2 arises because the mean field in a triangle is half the peak, which makes the layer thicker. The same triangle sets the doping and supplies the other factor. Contacts, substrate and channel would add their own resistance.

**Does doubling the voltage cost a factor of four?**

It would if $E_c$ stayed fixed, but $E_c$ depends on the design. Put $W=2V_B/E_c$ into $AE_c^mW=m+1$:

$$E_c^{m-1}=\frac{m+1}{2AV_B}.$$

A wider layer gives the carriers more distance in which to ionize, so it breaks down at a lower peak field. Eliminating $E_c$,

$$R=\frac{4V_B^2}{\epsilon\mu}\left(\frac{2AV_B}{m+1}\right)^{3/(m-1)}.$$

For $m=7$ the bracket is $AV_B/4$ and the exponent is $1/2$, so

$$R=\frac{2A^{1/2}V_B^{5/2}}{\epsilon\mu}.$$

At fixed $\mu$, doubling $V_B$ lowers $E_c$ by a factor 0.891 and raises $R$ by a factor 5.66. The plain square law is the limit $m\to\infty$, in which the exponent $3/(m-1)$ vanishes and ionization switches on sharply at one field.

**A numerical example**

Take round model parameters: $m=7$, $\kappa=12$, $N=10^{-9}$ Å⁻³, $\mu=10^4$ Å²/(eV fs), $k=0.25$, and $\alpha_n=8\times10^{-5}$ Å⁻¹ at a field of $3\times10^{-3}$ eV/Å. With $e=1$, voltages are in eV and fields in eV/Å, and the permittivity is $\epsilon=0.0663$ (eV Å)⁻¹.

At breakdown $\int\alpha_n\,dx=\ln4/0.75=1.848$. The effective coefficient at the reference field is then $8\times10^{-5}/1.848=4.33\times10^{-5}$ Å⁻¹, and

$$A=\frac{4.33\times10^{-5}}{(3\times10^{-3})^7}=1.98\times10^{13}\ \text{Å}^6\,\text{eV}^{-7}.$$

The critical field follows:

$$E_c=\left[\frac{8\times10^{-9}}{1.98\times10^{13}\times0.0663}\right]^{1/8}=2.97\times10^{-3}\ \text{eV/Å},$$

or $2.97\times10^5$ V/cm. The remaining quantities are

$$W=\frac{0.0663\times2.97\times10^{-3}}{10^{-9}}=1.97\times10^5\ \text{Å},$$

$$V_B=\tfrac12\times2.97\times10^{-3}\times1.97\times10^5=293\ \text{eV},$$

$$R=\frac{1.97\times10^5}{10^4\times10^{-9}}=1.97\times10^{10}\ \text{eV Å}^2\,\text{fs}.$$

Thus the layer is 19.7 µm thick, the breakdown voltage is 293 V, and $R=0.0123$ Ω cm².

At 90% of $V_B$ both $E_m$ and $W$ are smaller by $\sqrt{0.9}$, so $\int\alpha_n\,dx$ falls by $(\sqrt{0.9})^8=0.9^4$ to 1.213. The constant-$k$ formula gives $M_n=4.91$, while hole injection gives $M_p=1.98$. Starting with the more strongly ionizing carrier gives the larger current, although both multiplications diverge at $V_B$.

**An independent check**

The avalanche can also be treated as a family tree. Let $P(x)$ be the expected number of pairs in the family started by one pair at $x$, including that pair. Its electron crosses the region to the right and its hole the region to the left, so

$$P(x)=1+\int_x^W\alpha_nP\,dx'+\int_0^x\alpha_pP\,dx'.$$

Solving this equation on a grid and searching for the voltage at which the multiplication diverges uses neither the integrating factor nor the effective $\alpha$. The result agrees with the derived $V_B$ to better than one part in $10^4$. At that voltage the largest eigenvalue of the integral operator is 1 within the grid error: after the first few generations the expected number of pairs per generation settles to a constant, so the expected family total $P$ grows without bound. This concerns the mean: the chance that a single family is still alive keeps falling from one generation to the next, and the diverging mean is carried by rare, very large families. The early generations need not be equal in size; a pair started at $x=0$ has on average $\int\alpha_n\,dx=1.848$ direct offspring. Repeating the search at another doping confirms the exponents $-3/4$ and $5/2$. The numerical output gives the values.

**Is this the smallest possible resistance?**

No. Let the layer end at a heavily doped n⁺ region before the field has fallen to zero, so that the field drops from $E_m$ to $rE_m$. Then

$$V_B=\frac{E_mW(1+r)}2,\qquad N=\frac{\epsilon E_m(1-r)}W,$$

and $R=W/(\mu N)$ becomes

$$R=\frac{W^2}{\epsilon\mu E_m(1-r)}=\frac{4V_B^2}{\epsilon\mu E_m^3(1+r)^2(1-r)}.$$

The ionization condition is now

$$\frac{AE_m^mW}{m+1}\,\frac{1-r^{m+1}}{1-r}=1.$$

Inserting $W=2V_B/[E_m(1+r)]$ and comparing with the triangular layer at the same $V_B$ gives $(E_m/E_c)^{m-1}=(1-r^2)/(1-r^{m+1})$. For $m=7$ we need $(E_c/E_m)^3$, the inverse square root of this ratio:

$$\frac{R(r)}{R(0)}=\frac{1}{(1+r)^2(1-r)}\sqrt{\frac{1-r^8}{1-r^2}}.$$

If the tiny $r^8$ is dropped, the logarithm of this expression is $-\frac52\ln(1+r)-\frac32\ln(1-r)$. Its derivative vanishes when $5(1-r)=3(1+r)$, or $r=1/4$. A numerical minimization that keeps $r^8$ finds $r=0.250$ and $R(r)/R(0)=0.881$. The layer is 19% thinner, which outweighs its 8% lower doping. As $r\to1$ the doping goes to zero and the resistance diverges.

So $4V_B^2/(\epsilon\mu E_c^3)$ is the resistance of a layer that is just fully depleted at breakdown, not a lower bound. It also inherits the limits of the model. The power law has to fit $\alpha$ near the peak field, and a very thin layer violates the local-field assumption because a carrier needs some distance to gain the ionization energy. A curved junction edge concentrates the field and lowers $V_B$. If $\mu$ changes with doping, the $V_B^{5/2}$ scaling changes too, while the formula for $R$ still holds with the mobility at the chosen $N$.

## Computed values

```
power m = 7
relative permittivity = 12.0
permittivity eps = 0.06632 1/(eV angstrom)
donor density N = 1.00e-09 1/angstrom^3
mobility mu = 1.00e+04 angstrom^2/(eV fs)
reference field E0 = 3.00e-03 eV/angstrom
alpha_n at E0 = 8.00e-05 1/angstrom
ratio k = alpha_p/alpha_n = 0.25
effective alpha at E0 = 4.3281e-05 1/angstrom
A = 1.9790e+13 angstrom^6/eV^7
integral of alpha_n at breakdown = 1.8484
critical field E_c = 2.9725e-03 eV/angstrom
E_c converted = 2.973e+05 V/cm
effective alpha at E_c = 4.0583e-05 1/angstrom
depletion width W = 1.9713e+05 angstrom
W converted = 19.71 micrometre
breakdown voltage e V_B = 292.99 eV
on-resistance R = 1.9713e+10 eV angstrom^2 fs
R converted = 0.01230 ohm cm^2
branching: E_c = 2.9725e-03 eV/angstrom
branching: W = 1.9713e+05 angstrom
branching: e V_B = 292.98 eV
branching: R = 1.9713e+10 eV angstrom^2 fs
largest offspring eigenvalue at V_B = 1.00000
test voltage / V_B = 0.90
integral of alpha_n there = 1.2127
M_n there, formula = 4.911
M_n there, branching = 4.911
M_p there, formula = 1.978
M_p there, branching = 1.978
varying ratio: M_n, formula = 4.785
varying ratio: M_n, branching = 4.785
part of W giving half the integral = 0.0830
measured slope d ln V_B/d ln N = -0.7500
measured slope d ln R/d ln V_B = 2.5000
R(2 V_B)/R(V_B) = 5.657
E_c(2 V_B)/E_c(V_B) = 0.8909
best trapezoid: end/peak field r = 0.2501
best trapezoid: R/R(triangle) = 0.8813
best trapezoid: peak field/E_c = 0.9893
best trapezoid: width/W = 0.8086
best trapezoid: density/N = 0.9175
```
